# How spin uncoupling gives the lower doublet-Pi component a magnetic moment: a numerical check

```python
"""
Result under test: g factor of the lower component of a regular doublet-Pi
molecule, Zeeman energy = g * muB * B0 * M, for any J:
  J(J+1) g = (1/2 - gS/4) + (1 + gS) w + gS r^2 / D
  lam = A/B (spin-orbit constant / rotational constant), l = lam - 2
  r^2 = (J-1/2)(J+3/2),  D = sqrt(l^2 + 4 r^2)
  w = (1 - l/D)/2, the weight of Omega = 3/2 in the lower state
Independent road: symmetric-top wavefunctions in laboratory angles times
laboratory spin states; H/B = N(N+1) - 1 + lam n.S + b (n_Z + gS S_Z), where
n is the molecular axis, N = J - S, and b = muB*B0/B. All matrix elements of
n are integrated numerically and g is the field derivative of the energy.
"""
import numpy as np
from scipy import constants as const
from scipy.special import eval_jacobi

GS = abs(const.physical_constants["electron g factor"][0])
MUB_HZ = const.physical_constants["Bohr magneton in Hz/T"][0]


def formula(J, lam, upper=False):
    """Closed formulas: energy/B, weight of Omega=3/2, and parts of g."""
    jj = J * (J + 1)
    r2 = (J - 0.5) * (J + 1.5)
    l = lam - 2
    D = np.sqrt(l * l + 4 * r2)
    sign = -1 if upper else 1
    w = 0.5 * (1 - sign * l / D)
    case_a = (0.5 - GS / 4) / jj
    admixture = (1 + GS) * w / jj
    cross = sign * GS * r2 / D / jj
    return dict(E=(J + 0.5)**2 - 1 - sign * D / 2, w=w, case_a=case_a,
                admixture=admixture, cross=cross,
                g=case_a + admixture + cross,
                orbital=(0.5 + w) / jj,
                spin=GS * (w - 0.25 + sign * r2 / D) / jj)


def laboratory(J, lam, upper=False):
    """Level J, M = J from wavefunctions on the sphere (Lambda = +1)."""
    M = J
    first = max(1, int(J - 0.5))
    last = int(J + 0.5) + 3
    x, weight = np.polynomial.legendre.leggauss(last + 10)
    functions, spins, rotation = [], [], []
    for N in range(first, last + 1):
        for s in (0.5, -0.5):
            m = int(round(M - s))
            if abs(m) > N:
                continue
            a, b = abs(m - 1), abs(m + 1)
            f = ((1 - x)**(a / 2) * (1 + x)**(b / 2)
                 * eval_jacobi(N - max(abs(m), 1), a, b, x))
            functions.append(f / np.sqrt(np.sum(weight * f * f)))
            spins.append(s)
            rotation.append(N * (N + 1) - 1)
    F, s = np.array(functions), np.array(spins)
    same = s[:, None] == s[None, :]
    overlap = (F * weight) @ F.T
    assert np.allclose(overlap[same], np.eye(len(s))[same], atol=1e-10)
    cosine = (F * weight * x) @ F.T
    sine = (F * weight * np.sqrt(1 - x * x)) @ F.T
    n_z = np.where(same, cosine, 0.0)
    n_dot_s = np.where(same, s[:, None] * cosine, 0.5 * sine)
    s_z = np.diag(s)
    H = np.diag(np.array(rotation, float)) + lam * n_dot_s
    zeeman = n_z + GS * s_z
    E, V = np.linalg.eigh(H)
    # The lowest level with M = J is the lower component of that J.
    k = int(np.argmin(abs(E - formula(J, lam, True)["E"]))) if upper else 0
    v = V[:, k]
    step = 1e-3
    slope = (np.linalg.eigvalsh(H + step * zeeman)[k]
             - np.linalg.eigvalsh(H - step * zeeman)[k]) / (2 * step)
    return dict(E=E[k], g=slope / M, w=0.5 + v @ n_dot_s @ v,
                orbital=v @ n_z @ v / M, spin=GS * (v @ s_z @ v) / M)


def compare(J, lam, upper=False):
    lab, law = laboratory(J, lam, upper), formula(J, lam, upper)
    assert abs(lab["E"] - law["E"]) < 1e-8 * (1 + abs(lam) + J * J)
    for name in ("g", "w", "orbital", "spin"):
        assert abs(lab[name] - law[name]) < 2e-6, (J, lam, upper, name)
    return lab


# Model parameters, wavenumbers in cm^-1 and field in tesla
A, B, FIELD = 100.0, 2.0, 0.1
lam = A / B
l = lam - 2
J_table = [0.5, 1.5, 2.5, 4.5, 9.5, 19.5, 49.5, 99.5]

# Lower component over the whole table, upper component where it exists
lab_table = {J: compare(J, lam) for J in J_table}
lab_upper = {J: compare(J, lam, True) for J in (1.5, 2.5, 4.5, 9.5)}
# Case (b), intermediate coupling and an inverted molecule
for J, other in ((5.5, 0.0), (3.5, 5.0), (2.5, -50.0)):
    compare(J, other)
# In the inverted molecule the lower component is the magnetic one
assert laboratory(1.5, -50.0)["g"] > 0.7

# What one component gains the other loses
for J in lab_upper:
    total = lab_table[J]["g"] + lab_upper[J]["g"]
    assert abs(total - (2 + GS / 2) / (J * (J + 1))) < 4e-6

# Pure case (a) is recovered when the spin is held stiffly to the axis
stiff = laboratory(9.5, 1e5)["g"]
assert abs(stiff - (1 - GS / 2) * 0.5 / (9.5 * 10.5)) < 3e-5
stiff_upper = (1 + GS / 2) * 1.5 / (1.5 * 2.5)
assert abs(laboratory(1.5, 1e5, True)["g"] - stiff_upper) < 1e-4

# Low-J law, and smallness of the part due to admixed weight alone
low_law = {}
for J in (1.5, 2.5):
    jj = J * (J + 1)
    low_law[J] = ((0.5 - GS / 4) / jj
                  + (GS / l + (1 + GS) / l**2) * (1 - 0.75 / jj))
    assert abs(low_law[J] / lab_table[J]["g"] - 1) < 0.01
for J in (1.5, 2.5, 4.5, 9.5):
    part = (1 + GS) * lab_table[J]["w"] / (J * (J + 1))
    assert part < 0.05 * lab_table[J]["g"]

# Position of the largest g, and J at which half a Bohr magneton is restored
J_scan = np.arange(0.5, 25.0, 1.0)
g_scan = np.array([laboratory(J, lam)["g"] for J in J_scan])
J_max, g_max = J_scan[np.argmax(g_scan)], g_scan.max()
J_max_estimate = -0.5 + np.sqrt(0.25 + np.sqrt(3 / 8) * l)
assert abs(J_max - J_max_estimate) <= 1
J_half = J_scan[np.argmax(g_scan * J_scan >= 0.5)]
J_half_estimate = lam / (2 * np.sqrt(3))
assert abs(J_half - J_half_estimate) <= 1

# Tilted-spin picture: its error must shrink as 1/J at fixed J/lam.
# The spin moment carries the full gS, so the picture must carry it too.
errors = []
for J, big in ((50.5, 100.0), (200.5, 400.0)):
    picture = GS * J / np.sqrt(big**2 + 4 * J**2)
    errors.append(abs(laboratory(J, big)["g"] * J - picture))
assert errors[1] < 0.005, errors
assert 3.5 < errors[0] / errors[1] < 4.5, errors
# The moment tends to gS/2 Bohr magnetons when J far exceeds lam
far_moment = laboratory(300.5, 10.0)["g"] * 300.5
assert abs(far_moment - GS / 2) < 0.005, far_moment

print(f"A = {A:.1f} cm^-1, B = {B:.1f} cm^-1, A/B = {lam:.1f}")
print(f"electron spin g factor gS = {GS:.6f}")
print(f"field = {FIELD:.2f} T, muB*B0/h = {MUB_HZ*FIELD/1e6:.2f} MHz")
zeeman_cm = MUB_HZ * FIELD / (100 * const.c)
print(f"muB*B0/(hc) = {zeeman_cm:.5f} cm^-1")
gap = B * (formula(1.5, lam)["E"] - formula(0.5, lam)["E"])
print(f"lower component, gap J=1/2 to 3/2 = {gap:.3f} cm^-1")
print("Lower component, contributions to g (dimensionless):")
print("   J     weight(3/2)  case(a)    admixture  cross      g")
for J in J_table:
    q = formula(J, lam)
    print(f"{J:5.1f}   {q['w']:.6f}  {q['case_a']:+.6f}  "
          f"{q['admixture']:+.6f}  {q['cross']:+.6f}  {q['g']:+.6f}")
print("Lower component from laboratory wavefunctions:")
print("   J     g orbital  g spin     g total    gJ (muB)  spacing (MHz)")
for J in J_table:
    q = lab_table[J]
    print(f"{J:5.1f}   {q['orbital']:+.6f}  {q['spin']:+.6f}  "
          f"{q['g']:+.6f}  {q['g']*J:+.5f}  "
          f"{q['g']*MUB_HZ*FIELD/1e6:+.3f}")
print("Upper component, g (dimensionless): mixed, pure case (a)")
for J in lab_upper:
    pure = 1.5 * (1 + GS / 2) / (J * (J + 1))
    print(f"{J:5.1f}   {lab_upper[J]['g']:+.6f}  {pure:+.6f}")
for J in low_law:
    print(f"low-J law for g at J = {J:.1f}: {low_law[J]:.6f}")
print(f"largest g = {g_max:.6f} at J = {J_max:.1f}")
print(f"estimated J of largest g = {J_max_estimate:.2f}")
print(f"first J with gJ >= 0.5 muB: {J_half:.1f}")
print(f"tilted-spin estimate of that J = {J_half_estimate:.2f}")
print(f"stiff spin, A/B = 1e5, J = 9.5: g = {stiff:.2e}")
print(f"tilted-spin error in gJ, J=50.5, A/B=100: {errors[0]:.4f} muB")
print(f"tilted-spin error in gJ, J=200.5, A/B=400: {errors[1]:.4f} muB")
print(f"gJ at J = 300.5, A/B = 10: {far_moment:.4f} muB")
print(f"limit of gJ for J far above A/B: gS/2 = {GS/2:.4f} muB")
print("every check passed")
```

It prints:

```
A = 100.0 cm^-1, B = 2.0 cm^-1, A/B = 50.0
electron spin g factor gS = 2.002319
field = 0.10 T, muB*B0/h = 1399.62 MHz
muB*B0/(hc) = 0.04669 cm^-1
lower component, gap J=1/2 to 3/2 = 5.875 cm^-1
Lower component, contributions to g (dimensionless):
   J     weight(3/2)  case(a)    admixture  cross      g
  0.5   0.000000  -0.000773  +0.000000  +0.000000  -0.000773
  1.5   0.001297  -0.000155  +0.001038  +0.033285  +0.034169
  2.5   0.003436  -0.000066  +0.001179  +0.037877  +0.038990
  4.5   0.010102  -0.000023  +0.001225  +0.039634  +0.040836
  9.5   0.038120  -0.000006  +0.001147  +0.038245  +0.039386
 19.5   0.115692  -0.000001  +0.000869  +0.032003  +0.032870
 49.5   0.283599  -0.000000  +0.000341  +0.018049  +0.018389
 99.5   0.383308  -0.000000  +0.000115  +0.009735  +0.009850
Lower component from laboratory wavefunctions:
   J     g orbital  g spin     g total    gJ (muB)  spacing (MHz)
  0.5   +0.666667  -0.667440  -0.000773  -0.00039  -1.082
  1.5   +0.133679  -0.099510  +0.034169  +0.05125  +47.824
  2.5   +0.057536  -0.018545  +0.038990  +0.09748  +54.572
  4.5   +0.020610  +0.020225  +0.040836  +0.18376  +57.155
  9.5   +0.005395  +0.033992  +0.039386  +0.37417  +55.126
 19.5   +0.001540  +0.031330  +0.032870  +0.64097  +46.006
 49.5   +0.000313  +0.018076  +0.018389  +0.91027  +25.738
 99.5   +0.000088  +0.009762  +0.009850  +0.98007  +13.786
Upper component, g (dimensionless): mixed, pure case (a)
  1.5   +0.766140  +0.800464
  2.5   +0.304000  +0.343056
  4.5   +0.080423  +0.121282
  9.5   -0.009300  +0.030093
low-J law for g at J = 1.5: 0.034260
low-J law for g at J = 2.5: 0.039265
largest g = 0.040857 at J = 5.5
estimated J of largest g = 4.94
first J with gJ >= 0.5 muB: 14.5
tilted-spin estimate of that J = 14.43
stiff spin, A/B = 1e5, J = 9.5: g = 1.41e-05
tilted-spin error in gJ, J=50.5, A/B=100: 0.0122 muB
tilted-spin error in gJ, J=200.5, A/B=400: 0.0031 muB
gJ at J = 300.5, A/B = 10: 1.0043 muB
limit of gJ for J far above A/B: gS/2 = 1.0012 muB
every check passed
```
